\section*{Ballistic electron wind force on a defect in a metal}

\section{Which inputs does the force need?}

To compute the drift of atoms in a metal line, one has to decide what to calculate for the driving force. Is the scattering strength of the migrating defect enough, or is the mean free path of the surrounding metal needed too? The answer depends on whether the field or the current density is held fixed. It follows from
\begin{equation}
\mathbf F_w=-n e\,l\,\sigma_{\rm tr}\,\mathbf E ,
\label{eq:main}
\end{equation}
where $n$ is the electron density, $-e$ the electron charge ($e>0$), $l$ the transport mean free path, $\sigma_{\rm tr}$ the transport cross-section of the defect at the Fermi energy, and $\mathbf E$ the electric field.

The setting is a degenerate gas of independent electrons with mass $m$ and energy $\varepsilon=\hbar^2k^2/2m$. The defect is fixed and has a spherical, short-range potential energy $V(r)$. Units are Gaussian. Equation \eqref{eq:main} is the force passed on by scattered electrons. The direct force of the field on the charge of the ion is a separate contribution and is not calculated here.

\section{Simple case: one beam}

Let electrons of density $n_b$ and wave vector $\mathbf k$ along $z$ strike the defect with speed $v=\hbar k/m$. The number scattered per unit time into $d\Omega$ is $n_bv(d\sigma/d\Omega)d\Omega$. An electron deflected elastically by $\theta$ loses the momentum $\hbar k(1-\cos\theta)$ along $z$. The transverse parts cancel on averaging over azimuth. The defect takes up the lost momentum, so
\begin{equation}
F_b=n_b\hbar k v\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega .
\label{eq:beam}
\end{equation}

Two limits show what the weight does. For isotropic scattering $\cos\theta$ averages to zero and $\sigma_{\rm tr}$ equals the total cross-section $\sigma$. If $\sigma$ is held fixed and all scattering is confined to $\theta\to0$, the force vanishes.

\section{The same force from the electron density}

The momentum balance gives the force on the defect, but does not show how the electron density around the defect exerts it. For a defect at $\mathbf R$ the potential energy is $V(|\mathbf r-\mathbf R|)$, and the force on the defect is $-\partial V/\partial\mathbf R=+\nabla_{\mathbf r}V$. With $\mathbf R=0$ and a scattering state of unit incident density,
\begin{equation}
F_z=\int|\psi|^2V'(r)\cos\theta\,d^3r .
\label{eq:hf}
\end{equation}
This must agree with \eqref{eq:beam} for any strength of $V$, not just for weak scattering.

Let $s=0,1,2,\dots$ be the angular momentum; the letter $l$ is kept for the mean free path, although the labels of the numerical output use it for both. The state is
\begin{equation}
\psi=\sum_s(2s+1)i^se^{i\delta_s}\frac{u_s(r)}{r}P_s(\cos\theta),\qquad
u_s\to\frac1k\sin\!\Big(kr-\frac{s\pi}{2}+\delta_s\Big).
\end{equation}
The factor $e^{i\delta_s}$ makes the incoming part of each wave equal to that of the plane wave $e^{ikz}$.

The recursion $(2s+1)\cos\theta\,P_s=(s+1)P_{s+1}+sP_{s-1}$ and the norm $\int P_{s+1}^2d\Omega=4\pi/(2s+3)$ give
\begin{equation}
\int P_sP_{s+1}\cos\theta\,d\Omega=\frac{4\pi(s+1)}{(2s+1)(2s+3)} .
\label{eq:legendre}
\end{equation}
Thus \eqref{eq:hf} couples neighbouring waves, and the factors $(2s+1)(2s+3)$ cancel. Each pair occurs together with its complex conjugate. With $\Delta_s=\delta_s-\delta_{s+1}$, the phase factor is
\begin{equation}
2\,{\rm Re}\big[i\,e^{-i\Delta_s}\big]=2\sin\Delta_s ,
\end{equation}
so that
\begin{equation}
F_z=8\pi\sum_s(s+1)\sin\Delta_s\int_0^\infty V'u_su_{s+1}\,dr .
\label{eq:pairs}
\end{equation}

\subsection{The radial integral}

Write $N=s+1$, $y=u_s$, $w=u_{s+1}$, $U=2mV/\hbar^2$ and $D=N^2/r^2+U-k^2$. Since $s(s+1)=N^2-N$ and $(s+1)(s+2)=N^2+N$, the radial equations are
\begin{equation}
y''=\Big(D-\frac{N}{r^2}\Big)y,\qquad
w''=\Big(D+\frac{N}{r^2}\Big)w .
\end{equation}
Consider
\begin{equation}
G=y'w'-Dyw+\frac Nr(y'w-yw').
\end{equation}
The derivatives of its three parts follow from the radial equations:
\begin{align}
(y'w')'&=D(yw)'+\frac{N}{r^2}(y'w-yw'),\\
(Dyw)'&=D(yw)'+\Big(U'-\frac{2N^2}{r^3}\Big)yw,\\
\Big[\frac Nr(y'w-yw')\Big]'&=-\frac{N}{r^2}(y'w-yw')-\frac{2N^2}{r^3}yw .
\end{align}
In the last line $y''w-yw''=-(2N/r^2)yw$ was used. Taking the first line minus the second plus the third, everything cancels except
\begin{equation}
G'=-U'yw .
\end{equation}

For $V$ finite at the origin, $y\propto r^N$ and $w\propto r^{N+1}$. The leading power in $G$ is $r^{2N-1}$, with coefficient proportional to $N(N+1)-N^2-N=0$; the next power, $r^{2N+1}$, vanishes at $r=0$. Hence $G(0)=0$. At large $r$ the terms with $N$ and $U$ disappear and $G\to y'w'+k^2yw$. Calling the arguments of the two sines $X$ and $Y$,
\begin{equation}
G(\infty)=\cos X\cos Y+\sin X\sin Y=\cos(X-Y)
=\cos\Big(\frac\pi2+\Delta_s\Big)=-\sin\Delta_s .
\end{equation}
Integration of $G'$ gives
\begin{equation}
\int_0^\infty U'u_su_{s+1}\,dr=G(0)-G(\infty)=\sin\Delta_s .
\label{eq:radial}
\end{equation}

\subsection{Back to the cross-section}

Insert $V'=\hbar^2U'/2m$ and \eqref{eq:radial} into \eqref{eq:pairs}:
\begin{equation}
F_z=\frac{4\pi\hbar^2}{m}\sum_s(s+1)\sin^2\Delta_s .
\end{equation}
Because $\hbar kv=\hbar^2k^2/m$, this is $\hbar kv\,\sigma_{\rm tr}$ provided that
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_s(s+1)\sin^2(\delta_s-\delta_{s+1}) .
\label{eq:phases}
\end{equation}

It remains to show that this is the angular integral in \eqref{eq:beam}. The scattering amplitude is $f(\theta)=k^{-1}\sum_s(2s+1)e^{i\delta_s}\sin\delta_sP_s$. Its squared modulus, weighted with $1-\cos\theta$ and integrated using \eqref{eq:legendre}, gives
\begin{equation}
\frac{4\pi}{k^2}\Big[\sum_s(2s+1)\sin^2\delta_s
-2\sum_s(s+1)\sin\delta_s\sin\delta_{s+1}\cos\Delta_s\Big].
\end{equation}
Now use $\sin^2(\alpha-\beta)=\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)$ in \eqref{eq:phases}. The squares add to $\sum_s[(s+1)+s]\sin^2\delta_s$, which is the first sum, and the products give the second. The two definitions agree.

\textbf{Limit of slow electrons.} If only $\delta_0$ is appreciable, $\sigma_{\rm tr}=4\pi\sin^2\delta_0/k^2=\sigma$, as it must be for isotropic scattering.

\textbf{Limit of a weak potential.} To leading order the waves in \eqref{eq:radial} may be replaced by free ones, so $\sin\Delta_s$ is linear in $V$ and $\sigma_{\rm tr}$ is quadratic. Weak attractive and repulsive defects of the same shape then feel the same wind. For any strength $\sigma_{\rm tr}\ge0$, so the beam never pulls the defect upstream in this model.

\textbf{Numerical check.} For a Gaussian well, $V=-V_0e^{-(r/a)^2}$ with $V_0=8$ eV and $a=1$ \AA, at $k=1.333$ \AA$^{-1}$, the spatial integral \eqref{eq:hf} and the momentum flux from $|f|^2$ both give $20.350$ eV\,\AA$^2$. The radial integral for $s=0$ is $0.39523$, equal to $\sin(\delta_0-\delta_1)$ to the digits printed.

\section{From a beam to an electron gas}

In a gas, electrons arrive from all directions, and final states may be occupied. Let $W_{\mathbf k\mathbf k'}$ be the elastic scattering rate of the defect. For a spherical potential it depends on the angle between the wave vectors, so $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$. The force is
\begin{equation}
\mathbf F=2\sum_{\mathbf k\mathbf k'}\hbar(\mathbf k-\mathbf k')
W_{\mathbf k\mathbf k'}f_{\mathbf k}(1-f_{\mathbf k'}),
\end{equation}
with the factor 2 for spin. The product $W_{\mathbf k\mathbf k'}f_{\mathbf k}f_{\mathbf k'}$ is unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged, while $\mathbf k-\mathbf k'$ changes sign. That part sums to zero, and Pauli blocking drops out of the force. A check on a non-equilibrium angular distribution gives the same transfer, $0.300582$ \AA$^2$, with and without blocking.

The remaining sum over $\mathbf k'$ is the beam result for each $\mathbf k$:
\begin{equation}
\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,\hbar\mathbf k\,v\,\sigma_{\rm tr}(k)\,f_{\mathbf k}.
\label{eq:gasforce}
\end{equation}
In equilibrium $f_0$ depends on energy alone, opposite directions cancel, and there is no wind.

\subsection{The distribution that reaches the defect}

Here $f_{\mathbf k}$ must be the distribution of arriving electrons. It can be taken from the bulk if $l$ is much longer than the range of $V$ and the defects are dilute. This is the ballistic assumption: an electron crosses the region of the defect without meeting another scatterer.

The field changes the wave vector by $\hbar\dot{\mathbf k}=-e\mathbf E$. Write $f=f_0+g$ with $g$ linear in the field. Since $\partial f_0/\partial\mathbf k=\hbar\mathbf v f_0'$, where the prime means $d/d\varepsilon$, the steady Boltzmann equation reads
\begin{equation}
-e\,\mathbf E\cdot\mathbf v\,f_0'=C[g].
\end{equation}
In the collision term, a prime on $f$, $g$ or $\vartheta$ without the subscript 0 marks the value at the other wave vector $\mathbf k'$. Blocking also cancels in $C$, because $f'(1-f)-f(1-f')=f'-f$ when the rate is symmetric. Let $K(\Theta)$ be the scattering probability per unit path and solid angle, from defects of density $n_d$ and from an elastic background, whose own transport mean free path is $l_b$. Try $g=c(\varepsilon)\cos\vartheta$, with $\vartheta$ the angle between $\mathbf k$ and $\mathbf E$. Averaged over azimuth about $\mathbf k$, the final $\cos\vartheta'$ is $\cos\vartheta\cos\Theta$, so
\begin{equation}
C[g]=v\int K(\Theta)(g'-g)\,d\Omega
=-vg\int K(\Theta)(1-\cos\Theta)\,d\Omega=-\frac{v}{l}\,g ,
\end{equation}
\begin{equation}
\frac1l=\frac1{l_b}+n_d\sigma_{\rm tr}.
\label{eq:matthiessen}
\end{equation}
The trial form works, and with $\tau=l/v$,
\begin{equation}
g=e\tau\,\mathbf E\cdot\mathbf v\,f_0' .
\label{eq:g}
\end{equation}
As $f_0'<0$, there is an excess of electrons moving against $\mathbf E$, as expected for negative charges. The length $l$ is the total one: the defects contribute to it.

\subsection{Sum over the Fermi surface}

Put \eqref{eq:g} into \eqref{eq:gasforce} and take the component along $\mathbf E$. One factor $\cos\vartheta$ comes from $\mathbf E\cdot\mathbf v$ and one from the projection of $\mathbf k$; the angular integral of $\cos^2\vartheta$ is $4\pi/3$. With $v\tau=l$ and $\hbar v\,dk=d\varepsilon$,
\begin{align}
F_w&=eE\,\frac{2}{8\pi^3}\,\frac{4\pi}{3}
\int k^2dk\,\hbar k\,v\,l\,\sigma_{\rm tr}f_0'
\nonumber\\
&=\frac{eE}{3\pi^2}\int d\varepsilon\,k^3l\,\sigma_{\rm tr}f_0' .
\end{align}
Far below the Fermi temperature $f_0'=-\delta(\varepsilon-\varepsilon_F)$, provided that $l\sigma_{\rm tr}$ varies little over the thermal width. Then
\begin{equation}
F_w=-\frac{k_F^3}{3\pi^2}\,e\,l\,\sigma_{\rm tr}E=-n e\,l\,\sigma_{\rm tr}E ,
\end{equation}
because $n=k_F^3/3\pi^2$. This is \eqref{eq:main}. The full density appears although the imbalance sits at the Fermi surface.

\subsection{The view from the whole Fermi sea}

Another picture lets every electron accelerate between collisions. Let all electrons have the same $\tau$. The filled sphere is then displaced on average by $-\kappa$ along the field, with $\kappa=eE\tau/\hbar$. To first order the occupation changes by $\kappa\,\partial f_0/\partial k_z=-\kappa\cos\vartheta\,\delta(k-k_F)$, and \eqref{eq:gasforce} gives
\begin{equation}
F_w=-\frac{2}{8\pi^3}\frac{4\pi}{3}\,\frac{\hbar^2\kappa}{m}k_F^4\sigma_{\rm tr}
=-n\,\hbar\kappa\,v_F\sigma_{\rm tr}.
\end{equation}
With $\hbar\kappa=eE\tau$ and $v_F\tau=l$ this is the same force. The factor $nv_F\sigma_{\rm tr}$ should not be read as a number of encounters per unit time. Electrons inside the sea have other speeds and other cross-sections than those at its surface, and $\sigma_{\rm tr}$ weights each deflection by the momentum lost. The factor results from the sum over the displaced Fermi surface.

Reversing $\kappa$ reverses the force, so the relative correction to linear response starts at order $(\kappa/k_F)^2$. A sum over the whole sea, without linearization and with exponentially distributed free times, agrees with the formula to within $10^{-5}$ at $\kappa/k_F=10^{-3}$. The small remaining difference includes the numerical error of the sum and should not be read as the size of the second-order correction. The energy dependence of $\sigma_{\rm tr}$ was kept in that sum, and its values below the Fermi energy do not enter the linear result.

\section{What is held fixed?}

The current density follows from the same $g$:
\begin{align}
j&=-2e\int\frac{d^3k}{(2\pi)^3}\,v\cos\vartheta\,g
=-\frac{e^2E}{3\pi^2}\int k^2dk\,v\,l\,f_0'
\nonumber\\
&=\frac{e^2E\,l\,k_F^2}{3\pi^2\hbar}=\frac{n e^2l}{m v_F}\,E .
\label{eq:current}
\end{align}
The last step uses $k_F^2/3\pi^2=n/k_F$ and $\hbar k_F=mv_F$. Solving for $E$ and inserting it in \eqref{eq:main},
\begin{equation}
F_w=-\frac{m v_F\,\sigma_{\rm tr}}{e}\,j .
\label{eq:fixedj}
\end{equation}

This settles the opening question for the free-electron model. At fixed current density the mean free path cancels, and the calculation needs $\sigma_{\rm tr}$ and the Fermi momentum. At fixed field it needs $l$ as well. A cleaner metal carries a larger wind force per unit field because it carries more current per unit field.

The force can be written as $F_w=Z_weE$ with a wind valence
\begin{equation}
Z_w=-n\,l\,\sigma_{\rm tr}.
\end{equation}
This number belongs to the defect together with its surroundings. From \eqref{eq:current} the resistivity is $\rho=mv_F/(ne^2l)$, and by \eqref{eq:matthiessen} the defects contribute $\rho_d=mv_Fn_d\sigma_{\rm tr}/(ne^2)$. Their ratio is $\rho_d/\rho=n_d\,l\,\sigma_{\rm tr}$, hence
\begin{equation}
Z_w=-\frac{n}{n_d}\,\frac{\rho_d}{\rho}.
\end{equation}
Within this model, the wind valence can therefore be found from the resistivity added per defect, $\rho_d/n_d$, once $n$ and the total resistivity $\rho$ are known.

\textbf{Limit of defects alone.} Without a background, $\rho_d=\rho$ and $n_dF_w=-neE$. The field gives the electrons the momentum $-neE$ per unit volume and time, and in the steady state the defects receive all of it. With a background they receive the fraction $\rho_d/\rho$.

\textbf{Numerical check.} The angular Boltzmann equation was solved as a matrix problem for $n_d=0.01\,n$, and force and current were found from explicit sums. Without a background, $l=831.7$ \AA\ and $F_w/(eE)=-100.0$, which is $-n/n_d$. With an isotropic background of $1/l_b=0.01$ \AA$^{-1}$, $l$ falls to $89.3$ \AA\ and $F_w/(eE)$ to $-10.73$. The force at fixed field thus drops by the factor $9.3$, the same as $l$. The ratio $e|F_w|/(j\hbar k_F)$ stays at $1.50291$ \AA$^2$, the transport cross-section, as \eqref{eq:fixedj} requires.

\section{Worked example}

Take $n=8\times10^{22}$ cm$^{-3}$, the Gaussian well used above, $l=100$ \AA\ and $j=10^6$ A/cm$^2$. These are round model parameters. The well is not a self-consistently screened ion, so no ionic charge is assigned to it.

The Fermi wave number is $1.333$ \AA$^{-1}$ and the phase shifts are $0.6023$, $0.1959$, $0.0308$ and $0.0037$ for $s=0$ to $3$. In \eqref{eq:phases} the pairs $s=0,1,2$ contribute
\begin{equation}
\sigma_{\rm tr}\simeq\frac{4\pi}{(1.333)^2}
\big(0.1562+2\times0.0270+3\times0.0007\big)\,\text{\AA}^2
\simeq1.50\ \text{\AA}^2 .
\end{equation}
The first pair supplies nearly three quarters of the sum. The total cross-section is $3.11$ \AA$^2$. Since $\sigma_{\rm tr}/\sigma=1-\langle\cos\theta\rangle$, the mean cosine of the deflection is about $0.52$: scattering is mostly forward. With $l$ kept at its given value, using $\sigma$ in place of $\sigma_{\rm tr}$ would make the force too large by a factor of $2.07$.

The density is $0.08$ \AA$^{-3}$, so
\begin{equation}
Z_w=-0.08\times100\times1.503\simeq-12.0 .
\end{equation}
The resistivity is $6.845\ \mu\Omega$\,cm, which at the chosen current density gives
\begin{equation}
E=6.845\times10^{-6}\times10^{6}\ \text{V/cm}=6.85\ \text{V/cm},
\end{equation}
or $2.28\times10^{-2}$ statV/cm. The force is
\begin{equation}
F_w=Z_weE=-12.02\times6.845\ \text{eV/cm}\simeq-82.3\ \text{eV/cm},
\end{equation}
which is $-1.32\times10^{-10}$ dyn, or $-1.32\times10^{-15}$ N. The minus sign means that it points against the field, along the electron flow.

Over a displacement of $3$ \AA\ along the flow the wind does the work $82.3\times3\times10^{-8}$ eV $\simeq2.5\times10^{-6}$ eV. Thermal energies in a working chip are roughly a few hundredths of an eV, larger by about four orders of magnitude. In one atomic jump the wind is therefore a weak bias between the two directions.

The approximations can be judged from the same numbers. The drift speed is $78$ cm/s against $v_F=1.54\times10^8$ cm/s, a ratio of $5\times10^{-7}$. This ratio is also $\kappa/k_F$, so linear response is well satisfied. The mean free path is $100$ times the length of the well, which supports the ballistic assumption.

\section{Where the result stops}

If $l$ becomes comparable with the range of $V$, electrons scatter again while still inside the region of force, and the bulk $g$ no longer describes what arrives. If defects cluster, their scattered waves interfere, and a product of density and single-defect cross-section is no longer justified. Near a surface or a grain boundary the arriving distribution can differ from \eqref{eq:g}, even for a single defect.

For a non-spherical Fermi surface, velocity and wave vector need not be parallel. The factors $l$ and $\sigma_{\rm tr}$ then cannot in general be taken out of the sum over states. If $l$ also varies over such a surface, it need not cancel at fixed current density either. On a spherical Fermi surface it still cancels: force and current are then the same angular moment of $g$, so \eqref{eq:fixedj} holds for any angular form of the arriving imbalance, with $j$ the current that this imbalance carries. Electron interactions add a further limit: the current can rearrange the screening charge around the defect, whereas $V$ was held fixed here.

The model also has no lattice, so the force does not depend on where the defect sits. In a crystal the scattering by a jumping atom changes along its path, and the resistivity added by a defect at rest need not give the force that biases the jump.

Finally, $F_w$ is one part of the driving force. In this free-electron model, the direct force on a positive ion points along $\mathbf E$ and opposes the wind. The sign of the total electrical force is known only once both parts have been calculated for the same defect. In a real metal line, stress gradients can also drive atoms, so this sign alone does not fix the direction of migration.

\section*{Table of computed values}
\begin{verbatim}
electron density n = 8.000e+22 cm^-3
well depth V0 = 8.00 eV
well length a = 1.00 angstrom
Fermi wave number k_F = 1.3330 angstrom^-1
Fermi energy = 6.770 eV
Fermi speed v_F = 1.5432e+08 cm/s
phase shift delta_0 = 0.60226 rad
phase shift delta_1 = 0.19594 rad
phase shift delta_2 = 0.03078 rad
phase shift delta_3 = 0.00366 rad
phase shift delta_4 = 0.00035 rad
total cross-section = 3.1079 angstrom^2
sigma_tr from phase shifts = 1.502910 angstrom^2
sigma_tr from angular integral = 1.502910 angstrom^2
radial integral l=0,1: 0.395230; sine: 0.395230 (no unit)
radial integral l=1,2: 0.164411; sine: 0.164411 (no unit)
force/density, spatial integral = 20.34979 eV angstrom^2
force/density, momentum flux = 20.34979 eV angstrom^2
Pauli test, with blocking = 0.300582 angstrom^2
Pauli test, without blocking = 0.300582 angstrom^2
Boltzmann test defect density = 8.000e-04 angstrom^-3
background 1/l_b = 0.0000 angstrom^-1:
  total mean free path l = 831.72 angstrom
  F/(eE) from collision sums = -100.0000 (no unit)
  e|F|/(j hbar k_F) = 1.502910 angstrom^2
background 1/l_b = 0.0025 angstrom^-1:
  total mean free path l = 270.10 angstrom
  F/(eE) from collision sums = -32.4749 (no unit)
  e|F|/(j hbar k_F) = 1.502910 angstrom^2
background 1/l_b = 0.0100 angstrom^-1:
  total mean free path l = 89.27 angstrom
  F/(eE) from collision sums = -10.7328 (no unit)
  e|F|/(j hbar k_F) = 1.502910 angstrom^2
defects only: n_d F/(n e E) = -1.000000 (no unit)
Fermi-sea test: kick/k_F = 1.0e-03 (no unit)
Fermi-sea force / formula = 0.999996 (no unit)
example mean free path l = 100.0 angstrom
relaxation time tau = 6.4800e-15 s
current density j = 1.00e+06 A/cm^2
resistivity = 6.845 microohm cm
field E = 2.2834e-02 statV/cm
field E converted = 6.8455 V/cm
drift speed = 78.019 cm/s
drift speed / v_F = 5.056e-07 (no unit)
wind valence Z_w = -12.023 (no unit)
wind force F_w = -1.3187e-10 dyn
wind force converted = -1.3187e-15 N
displacement = 3.0 angstrom
work of wind over displacement = 2.469e-06 eV
\end{verbatim}
